# The Langmuir isotherm from a grand partition function for independent sites: a program that tests the result

```python
"""
Langmuir isotherm for intact molecules on independent sites:
    theta = K p / (1 + K p),   K = q_site * Lambda^3 / (kT * q_rot)
theta  : mean fraction of occupied sites       p : gas pressure
q_site : partition function of one adsorbed molecule (well depth included)
q_rot  : free-rotation partition function of the gas molecule
Lambda : thermal wavelength sqrt(2 pi / (m kT)), in atomic units (hbar = 1)
Energy zero: gas molecule at rest, not rotating, internal ground state.
Internal vibrations and nuclear spin contribute equal factors to gas and
adsorbed molecule and are left out of both partition functions.
Example: SiH4 (RHF/6-31G* bond length) on a model surface.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import gammaln
from pyscf import gto, scf
from pyscf.data import elements

HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
KB = const.k / HARTREE                       # hartree per kelvin
PA_PER_AU = HARTREE / BOHR**3                # pascal per hartree/bohr^3
ME_PER_U = const.physical_constants["atomic mass constant"][0] / const.m_e

# ---------------- gas molecule: bond length, mass, inertia ----------------
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
DIRECTIONS = DIRECTIONS / np.sqrt(3.0)


def silane_energy(bond):
    atoms = [("Si", (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(bond * d)) for d in DIRECTIONS]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g*", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    assert mf.converged
    return energy


opt = minimize_scalar(silane_energy, bounds=(2.5, 3.1), method="bounded",
                      options={"xatol": 1e-4})
bond = float(opt.x)
assert silane_energy(bond - 0.05) > opt.fun
assert silane_energy(bond + 0.05) > opt.fun

m_h = float(elements.MASSES[1]) * ME_PER_U
mass = float(elements.MASSES[14]) * ME_PER_U + 4 * m_h
inertia = 8.0 / 3.0 * m_h * bond**2
positions = bond * DIRECTIONS
tensor = sum(m_h * (np.dot(x, x) * np.eye(3) - np.outer(x, x))
             for x in positions)
assert np.allclose(tensor, inertia * np.eye(3), rtol=1e-12, atol=1e-7)
rot_const = 1.0 / (2.0 * inertia)

# ---------------- model surface and conditions ----------------
depth = 0.012
trans_quanta = [0.0004, 0.0002, 0.0002]      # normal, two in-plane
libr_quanta = [0.0006, 0.0006, 0.0004]       # two tilts, one twist
quanta = np.array(trans_quanta + libr_quanta)
temperature = 150.0
pressure_pa = 10.0
kT = KB * temperature
pressure = pressure_pa / PA_PER_AU


def wavelength(kt):
    return np.sqrt(2 * np.pi / (mass * kt))


def q_rotation(kt):
    b = rot_const / kt
    return np.sqrt(np.pi) / 12 * b**-1.5 * np.exp(b / 4)


def q_adsorbed(kt, orientations=1):
    vib = np.prod(1 / (2 * np.sinh(quanta / (2 * kt))))
    return orientations * np.exp(depth / kt) * vib


def langmuir_constant(kt, orientations=1):
    return (q_adsorbed(kt, orientations) * wavelength(kt)**3
            / (kt * q_rotation(kt)))


def langmuir(x):
    return x / (1 + x)


lam = wavelength(kT)
q_rot = q_rotation(kT)
q_site = q_adsorbed(kT)
K = langmuir_constant(kT)
theta = langmuir(K * pressure)
mu = kT * np.log(pressure * lam**3 / (kT * q_rot))

# Test: enumerate every configuration of five sites. A site is empty or
# holds a molecule in one of three states, two of them degenerate.
levels = [-0.0011, -0.0007, -0.0007]
site_options = [(0, 0.0)] + [(1, e) for e in levels]


def enumerate_sites(mu_trial, n_sites=5):
    xi = first = second = 0.0
    for config in itertools.product(site_options, repeat=n_sites):
        number = sum(c[0] for c in config)
        energy = sum(c[1] for c in config)
        weight = np.exp(-(energy - mu_trial * number) / kT)
        xi += weight
        first += number * weight
        second += number**2 * weight
    mean = first / xi
    return xi, mean, second / xi - mean**2


mu_trial = -0.0013
xi_sum, mean_sum, var_sum = enumerate_sites(mu_trial)
q_levels = np.sum(np.exp(-np.array(levels) / kT))
x_trial = q_levels * np.exp(mu_trial / kT)
theta_trial = langmuir(x_trial)
assert np.isclose(xi_sum, (1 + x_trial)**5, rtol=1e-11)
assert np.isclose(mean_sum, 5 * theta_trial, rtol=1e-11)
assert np.isclose(var_sum, 5 * theta_trial * (1 - theta_trial), rtol=1e-10)
step = 1e-7
slope = (np.log(enumerate_sites(mu_trial + step)[0])
         - np.log(enumerate_sites(mu_trial - step)[0])) / (2 * step)
assert np.isclose(kT * slope, mean_sum, rtol=1e-6)

# Test: harmonic partition function of the adsorbed molecule by level sums.
n_osc = np.arange(2000)
q_site_sum = np.exp(depth / kT)
for w in quanta:
    q_site_sum *= np.sum(np.exp(-w * (n_osc + 0.5) / kT))
assert np.isclose(q_site_sum, q_site, rtol=1e-11)

# Test: rotational levels with proton spin statistics. Projection on states
# invariant under the 12 even permutations; 16 is the number of spin states.
J = np.arange(200)


def character(angle):
    return np.sin((J + 0.5) * angle) / np.sin(angle / 2)


allowed = (2 * J + 1) / 12 * (16 * (2 * J + 1)
                              + 8 * 4 * character(2 * np.pi / 3)
                              + 3 * 4 * character(np.pi))
assert np.allclose(allowed, np.round(allowed), atol=1e-6)
q_rot_sum = np.sum(allowed * np.exp(-rot_const * J * (J + 1) / kT)) / 16
assert np.isclose(q_rot_sum, q_rot, rtol=1e-8)

# Test: translational levels in a cubic box. The neglected wall correction
# is about 3*Lambda/(2*box) relative, below 1e-5 here.
n_total = 10**6
volume = n_total * kT / pressure
box = volume**(1 / 3)
n_max = int(8 * box / lam)
n_box = np.arange(1, n_max + 1, dtype=float)
line_sum = np.sum(np.exp(-(np.pi * n_box / box)**2 / (2 * mass * kT)))
q_trans_sum = line_sum**3
assert np.isclose(q_trans_sum, volume / lam**3, rtol=2e-5)

# Test: chemical potential as the free-energy cost of one more gas molecule.
log_q_gas = np.log(q_trans_sum * q_rot_sum)


def gas_free_energy(n):
    return -kT * (n * log_q_gas - gammaln(n + 1))


mu_difference = gas_free_energy(n_total + 1) - gas_free_energy(n_total)
assert abs(mu_difference - mu) < 2e-5 * kT

# Test of the whole isotherm without any chemical potential: a fixed number
# of molecules is shared between 200 sites and the gas box.
n_sites = 200
n_ads = np.arange(n_sites + 1)
reservoir_theta = []
for factor in (0.1, 1.0, 10.0):
    n_mol = int(factor * n_total)
    log_w = (gammaln(n_sites + 1) - gammaln(n_ads + 1)
             - gammaln(n_sites - n_ads + 1) + n_ads * np.log(q_site_sum)
             + (n_mol - n_ads) * log_q_gas - gammaln(n_mol - n_ads + 1))
    prob = np.exp(log_w - log_w.max())
    prob /= prob.sum()
    mean_ads = np.sum(n_ads * prob)
    p_gas = (n_mol - mean_ads) * kT / volume
    assert abs(mean_ads / n_sites - langmuir(K * p_gas)) < 2e-5
    reservoir_theta.append(mean_ads / n_sites)

# Test: neighbour interaction on a ring of ten sites breaks the isotherm.
ring = np.array(list(itertools.product([0, 1], repeat=10)))
ring_number = ring.sum(axis=1)
ring_pairs = (ring * np.roll(ring, 1, axis=1)).sum(axis=1)


def ring_coverage(pair_energy):
    weight = (K * pressure)**ring_number * np.exp(-pair_energy
                                                  * ring_pairs / kT)
    return np.sum(ring_number * weight) / np.sum(weight) / 10


pair = 0.0005
theta_repulsive = ring_coverage(pair)
theta_attractive = ring_coverage(-pair)
assert np.isclose(ring_coverage(0.0), theta, rtol=1e-11)
assert theta_repulsive < theta - 0.01
assert theta_attractive > theta + 0.01

# Test: thermal twist amplitude, level average against closed form; it must
# stay well inside half the 120-degree spacing of equivalent twist wells.
w_twist = libr_quanta[2]
boltz = np.exp(-w_twist * n_osc / kT)
twist_sq = np.sum((n_osc + 0.5) * boltz) / np.sum(boltz) / (inertia * w_twist)
twist_formula = 1 / (2 * inertia * w_twist * np.tanh(w_twist / (2 * kT)))
assert np.isclose(twist_sq, twist_formula, rtol=1e-10)
twist_deg = np.degrees(np.sqrt(twist_sq))
assert twist_deg < 30

# ---------------- results ----------------
print("SiH4, RHF/6-31G* bond length, model surface")
print(f"Si-H bond length            {bond:.3f} bohr")
print(f"molecular mass              {mass:.1f} electron masses")
print(f"moment of inertia           {inertia:.0f} m_e bohr^2")
print(f"rotational constant B       {rot_const:.4e} hartree")
print(f"temperature                 {temperature:.0f} K")
print(f"kT                          {kT:.4e} hartree")
print(f"well depth D                {depth:.4f} hartree")
print("translational quanta       ", trans_quanta, "hartree")
print("librational quanta         ", libr_quanta, "hartree")
print(f"external zero-point energy  {quanta.sum() / 2:.4f} hartree")
print(f"rms twist angle             {twist_deg:.1f} degrees")
print(f"thermal wavelength          {lam:.4f} bohr")
print(f"kT/Lambda^3                 {kT / lam**3:.4e} hartree/bohr^3")
print(f"q_rot formula               {q_rot:.3f}")
print(f"q_rot spin-allowed levels   {q_rot_sum:.3f}")
print(f"exp(D/kT)                   {np.exp(depth / kT):.4e}")
print(f"six-mode factor of q_site   {q_site / np.exp(depth / kT):.4f}")
print(f"q_site                      {q_site:.4e}")
print(f"applied pressure            {pressure_pa:.1f} Pa")
print(f"chemical potential mu       {mu:.6f} hartree")
print(f"activity exp(mu/kT)         {np.exp(mu / kT):.4e}")
print(f"K                           {K / PA_PER_AU:.5f} 1/Pa")
print(f"half-coverage pressure      {1 / K:.4e} hartree/bohr^3")
print(f"half-coverage pressure      {PA_PER_AU / K:.3f} Pa")
print(f"K p                         {K * pressure:.4f}")
print(f"coverage theta              {theta:.4f}")
print(f"Var N per site              {theta * (1 - theta):.4f}")
for p_pa in (0.1, 1.0, 10.0, 100.0, 1000.0):
    print(f"theta at {p_pa:6.1f} Pa          "
          f"{langmuir(K * p_pa / PA_PER_AU):.4f}")
for t in (130.0, 150.0, 170.0):
    p_half = PA_PER_AU / langmuir_constant(KB * t)
    print(f"half-coverage p at {t:.0f} K    {p_half:.4g} Pa")
K2 = langmuir_constant(kT, orientations=2)
print(f"g = 2: half-coverage p      {PA_PER_AU / K2:.3f} Pa")
print(f"g = 2: theta at 10 Pa       {langmuir(K2 * pressure):.4f}")
print(f"reservoir: sites            {n_sites}")
print(f"reservoir: molecules        {n_total}")
print(f"reservoir: theta            {reservoir_theta[1]:.4f}")
print(f"ring pair energy size       {pair:.4f} hartree")
print(f"ring theta, repulsion       {theta_repulsive:.4f}")
print(f"ring theta, attraction      {theta_attractive:.4f}")
print("all good")
```

Printed output:

```
SiH4, RHF/6-31G* bond length, model surface
Si-H bond length            2.788 bohr
molecular mass              58545.7 electron masses
moment of inertia           38078 m_e bohr^2
rotational constant B       1.3131e-05 hartree
temperature                 150 K
kT                          4.7502e-04 hartree
well depth D                0.0120 hartree
translational quanta        [0.0004, 0.0002, 0.0002] hartree
librational quanta          [0.0006, 0.0006, 0.0004] hartree
external zero-point energy  0.0012 hartree
rms twist angle             16.5 degrees
thermal wavelength          0.4753 bohr
kT/Lambda^3                 4.4234e-03 hartree/bohr^3
q_rot formula               32.361
q_rot spin-allowed levels   32.361
exp(D/kT)                   9.3572e+10
six-mode factor of q_site   4.0634
q_site                      3.8022e+11
applied pressure            10.0 Pa
chemical potential mu       -0.012715 hartree
activity exp(mu/kT)         2.3745e-12
K                           0.09028 1/Pa
half-coverage pressure      3.7648e-13 hartree/bohr^3
half-coverage pressure      11.076 Pa
K p                         0.9028
coverage theta              0.4745
Var N per site              0.2493
theta at    0.1 Pa          0.0089
theta at    1.0 Pa          0.0828
theta at   10.0 Pa          0.4745
theta at  100.0 Pa          0.9003
theta at 1000.0 Pa          0.9890
half-coverage p at 130 K    0.3239 Pa
half-coverage p at 150 K    11.08 Pa
half-coverage p at 170 K    160.9 Pa
g = 2: half-coverage p      5.538 Pa
g = 2: theta at 10 Pa       0.6436
reservoir: sites            200
reservoir: molecules        1000000
reservoir: theta            0.4744
ring pair energy size       0.0005 hartree
ring theta, repulsion       0.3305
ring theta, attraction      0.8204
all good
```
